# Iodine spin-orbit coupling and the atomisation energy of TiI4: verification in Python

```python
"""Spin-orbit correction to the atomisation energy of TiI4.

Result under test: if D is the splitting 2P1/2 - 2P3/2 of iodine (5p^5),
the ground level lies D/3 below the spin-orbit-free 2P term, so four iodine
atoms lower the atomisation energy by 4D/3, about 121 kJ/mol for 7603 cm^-1.
zeta: one-electron coupling constant in H_so = zeta * sum(l.s).
Titanium, molecular and configuration-mixing shifts are sized separately
from rough inputs; they are not part of the main result.
"""
import numpy as np
from scipy.constants import h, c, N_A, k, e


def angular_momentum(j):
    """Matrices of j_x, j_y, j_z in units of hbar."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def coupling(l, s):
    """Matrix of l.s in the product space."""
    return sum(np.kron(a, b)
               for a, b in zip(angular_momentum(l), angular_momentum(s)))


# Conversion factors
KJ_PER_CM = h * c * 100 * N_A / 1000
EV_PER_CM = h * c * 100 / e
KJ_PER_EV = e * N_A / 1000

# Many-electron p shell: six spin orbitals, 64 occupation states
annihilate = []
for position in range(6):
    matrix = np.eye(1)
    for site in range(6):
        if site < position:
            factor = np.diag([1.0, -1.0])
        elif site == position:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        matrix = np.kron(matrix, factor)
    annihilate.append(matrix)


def many_electron(one_body):
    """Many-electron operator belonging to a one-electron matrix."""
    return sum(one_body[i, j] * annihilate[i].T @ annihilate[j]
               for i in range(6) for j in range(6))


p_coupling = coupling(1, 0.5)
electron_count = np.rint(np.diag(many_electron(np.eye(6))).real).astype(int)
H_so = many_electron(p_coupling)


def sector(operator, electrons):
    index = np.flatnonzero(electron_count == electrons)
    return operator[np.ix_(index, index)]


L_squared = sum(np.linalg.matrix_power(many_electron(np.kron(a, np.eye(2))), 2)
                for a in angular_momentum(1))
S_squared = sum(np.linalg.matrix_power(many_electron(np.kron(np.eye(3), a)), 2)
                for a in angular_momentum(0.5))
# All six states belong to a single term, so repulsion cannot split them
assert np.allclose(sector(L_squared, 5), 2 * np.eye(6), atol=1e-12)
assert np.allclose(sector(S_squared, 5), 0.75 * np.eye(6), atol=1e-12)

levels = np.linalg.eigvalsh(sector(H_so, 5))       # in units of zeta
one_electron_levels = np.linalg.eigvalsh(sector(H_so, 1))
assert np.allclose(levels, [-0.5] * 4 + [1.0] * 2, atol=1e-12)
single_fraction = -one_electron_levels[0] / np.ptp(one_electron_levels)
assert abs(single_fraction - 2 / 3) < 1e-12

# Main result: diagonalised levels against the one-third rule
splitting = 7603.0                                  # cm^-1, given
zeta_cm = splitting / np.ptp(levels)
iodine_levels_cm = zeta_cm * levels
shift_cm = -iodine_levels_cm[0]
assert abs(shift_cm - splitting / 3) < 1e-8
shift_kj = shift_cm * KJ_PER_CM
total_kj = 4 * shift_kj
assert abs(total_kj - 121) < 0.5
zeta = zeta_cm * EV_PER_CM                          # eV

# Titanium 3F term, regular order of levels
ti_levels = np.linalg.eigvalsh(coupling(3, 1))
assert np.allclose(ti_levels, [-4] * 5 + [-1] * 7 + [3] * 9, atol=1e-10)
ti_fraction = -ti_levels[0] / np.ptp(ti_levels)
assert abs(ti_fraction - 4 / 7) < 1e-12
ti_spread = 390.0                                   # cm^-1, rough
ti_kj = ti_fraction * ti_spread * KJ_PER_CM

# Molecular model, real orbitals p_x, p_y, p_z on one iodine atom
levi_civita = np.zeros((3, 3, 3))
for a, b, d in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi_civita[a, b, d] = 1
    levi_civita[a, d, b] = -1
real_coupling = sum(np.kron(-1j * levi_civita[n], s)
                    for n, s in enumerate(angular_momentum(0.5)))


def bond_lowering(strength, share, gap):
    """Lowering (eV) for filled lone pairs and bond, empty antibond."""
    orbital_energy = np.diag([0.0, 0.0, -1.0, gap])
    p_in_orbitals = np.zeros((3, 4))
    p_in_orbitals[0, 0] = p_in_orbitals[1, 1] = 1
    p_in_orbitals[2, 2:] = np.sqrt([1 - share, share])
    transform = np.kron(p_in_orbitals, np.eye(2))
    perturbation = strength * transform.T @ real_coupling @ transform
    first_order = np.trace(perturbation[:6, :6]).real
    assert abs(first_order) < 1e-12
    energies = np.linalg.eigvalsh(
        np.kron(orbital_energy, np.eye(2)) + perturbation)
    return -2.0 - energies[:6].sum()


share = 0.3                                         # rough iodine share
gaps = [3.0, 5.0]                                   # eV, rough range
molecule_kj = []
second_order_kj = []
for gap in gaps:
    weak = 0.01
    # Third-order terms are of relative size weak/gap, below one per cent
    ratio = bond_lowering(weak, share, gap) / (weak**2 * share / gap)
    assert abs(ratio - 1) < 0.01
    molecule_kj.append(4 * KJ_PER_EV * bond_lowering(zeta, share, gap))
    second_order_kj.append(4 * KJ_PER_EV * zeta**2 * share / gap)
    assert molecule_kj[-1] > 0

# Mixing with an outer p shell, independent electrons
amplitude = 0.5                                     # rough, relative to 5p
outer_gap = 9.0                                     # eV, rough
radial = np.array([[1, amplitude], [amplitude, amplitude**2]])
shells = np.linalg.eigvalsh(zeta * np.kron(radial, p_coupling)
                            + np.kron(np.diag([0, outer_gap]), np.eye(6)))
model_third = (shells[2] - shells[0]) / 3
atom_lowering = -shells[:5].sum()
filled_lowering = -shells[:6].sum()
mixing_atom_kj = 4 * KJ_PER_EV * (atom_lowering - model_third)
mixing_net_kj = 4 * KJ_PER_EV * (atom_lowering - filled_lowering - model_third)
assert abs(mixing_net_kj) < 0.5 * abs(mixing_atom_kj)

# Hot filament: populations and dissociation equilibrium
temperature = 1600.0                                # K, rough
thermal_cm = k * temperature / (h * c * 100)
weights = np.exp(-iodine_levels_cm / thermal_cm)
upper_population = weights[4:].sum() / weights.sum()
thermal_kj = 4 * KJ_PER_CM * (
    (weights * iodine_levels_cm).sum() / weights.sum() - iodine_levels_cm[0])
energy_factor = np.exp(4 * shift_cm / thermal_cm)
equilibrium_factor = weights.mean()**4
state_factor = equilibrium_factor / energy_factor
expected_state_factor = ((4 + 2 * np.exp(-splitting / thermal_cm)) / 6)**4
assert abs(state_factor / expected_state_factor - 1) < 1e-10

rough_atomisation = 1200.0                          # kJ/mol, rough
net_kj = [total_kj + ti_kj + mixing_net_kj - value for value in molecule_kj]

print(f"Given iodine splitting D: {splitting:.0f} cm^-1")
print(f"Conversion: 1 cm^-1 = {KJ_PER_CM:.7f} kJ/mol")
print(f"5p^5 levels / zeta: {np.round(levels, 6) + 0.0}")
print(f"Coupling constant zeta: {zeta_cm:.1f} cm^-1 = {zeta:.4f} eV")
print(f"Ground level below 2P term: {shift_cm:.2f} cm^-1")
print(f"Upper level above 2P term: {iodine_levels_cm[-1]:.2f} cm^-1")
print(f"Shift per iodine atom: {shift_kj:.3f} kJ/mol")
print(f"MAIN RESULT, four iodine atoms: {total_kj:.2f} kJ/mol")
print(f"Main result per molecule: {4 * shift_cm * EV_PER_CM:.4f} eV")
print(f"Fraction of D for one p electron: {single_fraction:.4f}")
print(f"Rough atomisation energy (input): {rough_atomisation:.0f} kJ/mol")
print(f"Share of rough energy: {100 * total_kj / rough_atomisation:.1f} %")
print(f"Rough Ti 3F spread (input): {ti_spread:.0f} cm^-1")
print(f"Ti ground-level fraction of spread: {ti_fraction:.4f}")
print(f"Ti extra lowering of atomisation energy: {ti_kj:.1f} kJ/mol")
print(f"Rough iodine share of empty orbital (input): {share:.1f}")
for gap, full, second, net in zip(gaps, molecule_kj, second_order_kj, net_kj):
    print(f"Rough gap (input): {gap:.1f} eV")
    print(f"  molecular stabilisation, full model: {full:.1f} kJ/mol")
    print(f"  same, second-order formula: {second:.1f} kJ/mol")
    print(f"  rough net lowering, all effects: {net:.0f} kJ/mol")
print(f"Outer-shell relative amplitude (rough input): {amplitude:.1f}")
print(f"Outer-shell gap (rough input): {outer_gap:.1f} eV")
print(f"Mixing, four atoms alone: {mixing_atom_kj:+.1f} kJ/mol")
print(f"Mixing, net after filled-shell offset: {mixing_net_kj:+.1f} kJ/mol")
print(f"Rough filament temperature (input): {temperature:.0f} K")
print(f"Population of 2P1/2: {100 * upper_population:.3f} %")
print(f"Thermal excitation of four I atoms: {thermal_kj:.2f} kJ/mol")
print(f"Equilibrium factor from energy alone: {energy_factor:.0f}")
print(f"Factor from loss of atomic states: {state_factor:.4f}")
print(f"Total equilibrium factor: {equilibrium_factor:.0f}")
print("all good")
```

Running it gives:

```
Given iodine splitting D: 7603 cm^-1
Conversion: 1 cm^-1 = 0.0119627 kJ/mol
5p^5 levels / zeta: [-0.5 -0.5 -0.5 -0.5  1.   1. ]
Coupling constant zeta: 5068.7 cm^-1 = 0.6284 eV
Ground level below 2P term: 2534.33 cm^-1
Upper level above 2P term: 5068.67 cm^-1
Shift per iodine atom: 30.317 kJ/mol
MAIN RESULT, four iodine atoms: 121.27 kJ/mol
Main result per molecule: 1.2569 eV
Fraction of D for one p electron: 0.6667
Rough atomisation energy (input): 1200 kJ/mol
Share of rough energy: 10.1 %
Rough Ti 3F spread (input): 390 cm^-1
Ti ground-level fraction of spread: 0.5714
Ti extra lowering of atomisation energy: 2.7 kJ/mol
Rough iodine share of empty orbital (input): 0.3
Rough gap (input): 3.0 eV
  molecular stabilisation, full model: 13.9 kJ/mol
  same, second-order formula: 15.2 kJ/mol
  rough net lowering, all effects: 108 kJ/mol
Rough gap (input): 5.0 eV
  molecular stabilisation, full model: 8.6 kJ/mol
  same, second-order formula: 9.1 kJ/mol
  rough net lowering, all effects: 113 kJ/mol
Outer-shell relative amplitude (rough input): 0.5
Outer-shell gap (rough input): 9.0 eV
Mixing, four atoms alone: +10.3 kJ/mol
Mixing, net after filled-shell offset: -2.1 kJ/mol
Rough filament temperature (input): 1600 K
Population of 2P1/2: 0.054 %
Thermal excitation of four I atoms: 0.20 kJ/mol
Equilibrium factor from energy alone: 9098
Factor from loss of atomic states: 0.1980
Total equilibrium factor: 1801
all good
```
